# Why octahedral d2 and high-spin d7 are not stabilised by 8Dq: a numerical check

```python
"""
Result under test: for octahedral d2 and high-spin d7 the ground T1g level lies
    S = ( sqrt((15B+6Dq)^2 + 64Dq^2) + 6Dq - 15B ) / 2
below the free-ion F term, so S/Dq runs from 6 (weak field) to 8 (strong field),
while 8Dq - S grows from 0 to 3B.
Symbols: Dq  field strength (t2g at -4Dq, eg at +6Dq);  B, C  Racah parameters;
x = Dq/B;  S  stabilisation energy;  V  octahedral field operator.
Independent road: all determinants of the d shell, with Coulomb integrals from
Gaunt coefficients, are diagonalized numerically.
"""
from itertools import combinations, product
import numpy as np
from scipy import constants as const
from scipy.optimize import brentq
from sympy.physics.wigner import gaunt

M_VALUES = range(-2, 3)


def angular(k, m, m2):
    """Matrix element <2 m| C(k, m-m2) |2 m2> of a Racah-normalized harmonic."""
    if abs(m - m2) > k:
        return 0.0
    value = float(gaunt(2, k, 2, -m, m - m2, m2))
    return (-1) ** abs(m) * np.sqrt(4 * np.pi / (2 * k + 1)) * value


ANG = {k: np.array([[angular(k, m, m2) for m2 in M_VALUES] for m in M_VALUES])
       for k in (0, 2, 4)}
# Slater integrals F0, F2, F4 per unit B and per unit C (Racah A set to zero)
SLATER_B = {0: 0.0, 2: 49.0, 4: 0.0}
SLATER_C = {0: 7 / 5, 2: 7.0, 4: 63 / 5}

# one-electron octahedral field per unit Dq, in the basis m = -2..2
FIELD = np.diag([1.0, -4.0, 6.0, -4.0, 1.0])
FIELD[0, 4] = FIELD[4, 0] = 5.0


def coulomb_terms():
    """Nonzero integrals <pq|rs> as (p, q, r, s, per unit B, per unit C)."""
    terms = []
    for p, q, r, s in product(range(5), repeat=4):
        if p + q == r + s:
            parts = {k: ANG[k][r, p] * ANG[k][q, s] for k in ANG}
            terms.append((p, q, r, s,
                          sum(SLATER_B[k] * parts[k] for k in parts),
                          sum(SLATER_C[k] * parts[k] for k in parts)))
    return terms


TERMS = coulomb_terms()


def apply_string(det, operators):
    """Apply (orbital, create) operators in the given order; return det, sign."""
    sign = 1
    for orbital, create in operators:
        if (det >> orbital) & 1 == create:
            return 0, 0
        if bin(det & ((1 << orbital) - 1)).count("1") % 2:
            sign = -sign
        det ^= 1 << orbital
    return det, sign


def build_sector(n_up, n_down):
    """Matrices of V/Dq and of the Coulomb parts per B and per C, and the index."""
    dets = [sum(1 << i for i in up) + sum(1 << (5 + i) for i in down)
            for up in combinations(range(5), n_up)
            for down in combinations(range(5), n_down)]
    index = {det: i for i, det in enumerate(dets)}
    field, coul_b, coul_c = (np.zeros((len(dets), len(dets))) for _ in range(3))
    for det, col in index.items():
        for p, q in zip(*np.nonzero(FIELD)):
            for spin in (0, 5):
                new, sign = apply_string(det, [(int(q) + spin, 0),
                                               (int(p) + spin, 1)])
                if sign:
                    field[index[new], col] += sign * FIELD[p, q]
        for p, q, r, s, vb, vc in TERMS:
            for s1, s2 in product((0, 5), repeat=2):
                new, sign = apply_string(det, [(r + s1, 0), (s + s2, 0),
                                               (q + s2, 1), (p + s1, 1)])
                if sign:
                    coul_b[index[new], col] += 0.5 * sign * vb
                    coul_c[index[new], col] += 0.5 * sign * vc
    return field, coul_b, coul_c, index


def lowest(sector, dq, b, c):
    return np.linalg.eigvalsh(dq * sector[0] + b * sector[1] + c * sector[2])[0]


def stabilisation(sector, dq, b, c):
    return lowest(sector, 0.0, b, c) - lowest(sector, dq, b, c)


def field_gain(sector, dq, b, c):
    """Minus the expectation value of V in the ground state."""
    vec = np.linalg.eigh(dq * sector[0] + b * sector[1] + c * sector[2])[1][:, 0]
    return -dq * vec @ sector[0] @ vec


def s_formula(dq, b):
    return 0.5 * (np.sqrt((15*b + 6*dq)**2 + 64*dq**2) + 6*dq - 15*b)


def slope_formula(x):
    return 3 + (45 + 50 * x) / np.sqrt(225 + 180 * x + 100 * x * x)


high_spin = {n: build_sector(min(n, 5), max(n - 5, 0)) for n in range(1, 10)}
d2, d7 = high_spin[2], high_spin[7]
d2_ms0 = build_sector(1, 1)
d7_low = build_sector(4, 3)
RATIO = 4.5  # C/B used where C matters or must drop out

# --- free-ion terms and matrix elements of the field, from the determinants
for sector in (d2, d7):
    levels, vectors = np.linalg.eigh(sector[1] + RATIO * sector[2])
    assert np.allclose(levels - levels[0], [0] * 7 + [15] * 3, atol=1e-9)
    f_term, p_term = vectors[:, :7], vectors[:, 7:]
    f_levels = np.linalg.eigvalsh(f_term.T @ sector[0] @ f_term)
    assert np.allclose(f_levels, [-6] * 3 + [2] * 3 + [12], atol=1e-9)
    coupling = np.linalg.svd(f_term.T @ sector[0] @ p_term, compute_uv=False)
    assert np.allclose(coupling, 4, atol=1e-9)
    assert np.allclose(p_term.T @ sector[0] @ p_term, 0, atol=1e-9)

# --- the two M_L = 0 determinants of d2: |1,-1| (t2g2) and |2,-2| (t2g eg)
pair = [d2[3][(1 << 3) + (1 << 1)], d2[3][(1 << 4) + (1 << 0)]]
block = np.ix_(pair, pair)
repulsion = (d2[1] + RATIO * d2[2])[block] - lowest(d2, 0, 1, RATIO) * np.eye(2)
assert np.allclose(d2[0][block], [[-8, 0], [0, 2]], atol=1e-9)
assert np.allclose(repulsion, [[3, -6], [-6, 12]], atol=1e-9)

# --- closed formula, slope, bounds and monotonic rise against diagonalization
grid = np.array([0.01, 0.5, 1.0, 2.0, 3.0, 5.0, 10.0, 50.0])
table = []
for x in grid:
    s_d2, s_d7 = (stabilisation(sec, x, 1, RATIO) for sec in (d2, d7))
    slope = field_gain(d2, x, 1, RATIO) / x
    assert abs(s_d2 - s_formula(x, 1)) < 1e-8
    assert abs(s_d7 - s_formula(x, 1)) < 1e-8
    assert abs(slope - slope_formula(x)) < 1e-7
    assert 0 < 8 * x - s_d2 < min(2 * x, 3)
    # the d2 triplet is never undercut by a singlet
    assert abs(lowest(d2_ms0, x, 1, RATIO) - lowest(d2, x, 1, RATIO)) < 1e-8
    table.append((x, s_d2 / x, slope, 8 * x - s_d2))
assert np.all(np.diff(np.array(table)[:, 1:], axis=0) * [1, 1, 1] > 0)

# --- limiting expansions; tolerances cover the next order of each series
assert abs(stabilisation(d2, 0.01, 1, RATIO) - (0.06 + 16e-4 / 15)) < 1e-6
assert abs(stabilisation(d2, 100, 1, RATIO) - (800 - 3 + 0.036)) < 1e-3

# --- field needed for a chosen ratio S/Dq
needed = {}
for f in (7.0, 7.5, 7.9):
    root = brentq(lambda x: stabilisation(d2, x, 1, RATIO) / x - f, 0.1, 100)
    assert abs(root - 15 * (f - 6) / ((8 - f) * (f + 2))) < 1e-6
    needed[f] = root

# --- orbital counting is exact for every other high-spin configuration
counting = {1: 4, 2: 8, 3: 12, 4: 6, 5: 0, 6: 4, 7: 8, 8: 12, 9: 6}
series = {n: stabilisation(high_spin[n], 1, 1, RATIO) for n in high_spin}
for n in series:
    assert (abs(series[n] - counting[n]) < 1e-8) == (n not in (2, 7))


# --- field at which the d7 doublet drops below the quartet
def spin_gap(x, ratio):
    return lowest(d7_low, x, 1, ratio) - lowest(d7, x, 1, ratio)


crossings = {}
for ratio in (4.0, 4.5, 5.0):
    x_cross = brentq(lambda x: spin_gap(x, ratio) + 1e-8, 1.0, 4.0)
    assert abs(spin_gap(0.99 * x_cross, ratio)) < 1e-8
    assert spin_gap(1.01 * x_cross, ratio) < -0.01
    crossings[ratio] = (x_cross, stabilisation(d7, x_cross, 1, ratio) / x_cross)

# --- printed results
print("Free-ion gap E(P)-E(F) = %.4f B" % (levels[7] - levels[0]))
print("F-term levels in the field: %.3f, %.3f, %.3f Dq"
      % (f_levels[0], f_levels[3], f_levels[6]))
print("F-P coupling (magnitude) = %.4f Dq" % coupling[0])
print("Repulsion above F: t2g2 %.3f B, t2g eg %.3f B, coupling %.3f B"
      % (repulsion[0, 0], repulsion[1, 1], repulsion[0, 1]))
print("Dq/B | S/Dq | dS/dDq | (8Dq-S)/B   (all dimensionless)")
for row in table:
    print("%6.2f | %.4f | %.4f | %.4f" % row)
for f, x in needed.items():
    print("S/Dq = %.1f is reached at Dq/B = %.3f" % (f, x))
print("High-spin S/Dq at Dq/B = 1, by number of d electrons:")
print("  " + ", ".join("d%d %.3f" % (n, abs(series[n])) for n in series))
for ratio, (x_cross, f) in crossings.items():
    print("d7, C/B = %.1f: spin crossing at Dq/B = %.3f, S/Dq there = %.3f"
          % (ratio, x_cross, f))

to_kj = const.h * const.c * 100 * const.N_A / 1000  # kJ/mol per cm^-1
print("1 cm^-1 = %.7f kJ/mol" % to_kj)
for name, sector, other, dq, b in (("d7", d7, d7_low, 1000.0, 900.0),
                                   ("d2", d2, d2_ms0, 1800.0, 600.0)):
    c = RATIO * b
    s = stabilisation(sector, dq, b, c)
    gain = field_gain(sector, dq, b, c)
    assert abs(s - s_formula(dq, b)) < 1e-5
    assert abs(lowest(other, dq, b, c) - lowest(sector, dq, b, c)) < 1e-5
    print("%s example: Dq = %.0f, B = %.0f, C = %.0f cm^-1, Dq/B = %.4f"
          % (name, dq, b, c, dq / b))
    print("  6Dq = %.0f, S = %.1f, 8Dq = %.0f cm^-1; S/Dq = %.4f"
          % (6 * dq, s, 8 * dq, s / dq))
    print("  field gain = %.1f cm^-1, repulsion cost = %.1f cm^-1"
          % (gain, gain - s))
    print("  t2g eg share of the ground state = %.4f" % ((8 - gain / dq) / 10))
    print("  S = %.2f kJ/mol; error of 8Dq = %.1f cm^-1 = %.2f kJ/mol"
          % (s * to_kj, 8 * dq - s, (8 * dq - s) * to_kj))
    if name == "d7":
        # tetrahedral field: reversed sign, 4/9 of the octahedral strength
        tet = stabilisation(d7, -4 / 9 * dq, b, c)
        assert abs(tet - 12 * 4 / 9 * dq) < 1e-5
        assert abs(lowest(d7_low, -4 / 9 * dq, b, c)
                   - lowest(d7, -4 / 9 * dq, b, c)) < 1e-5
        print("  tetrahedral stabilisation = %.1f cm^-1" % tet)
        for label, octa in (("S", s), ("8Dq", 8 * dq), ("6Dq", 6 * dq)):
            print("  octahedral preference from %s = %.1f cm^-1 = %.2f kJ/mol"
                  % (label, octa - tet, (octa - tet) * to_kj))

print("tests ok")
```

It prints:

```
Free-ion gap E(P)-E(F) = 15.0000 B
F-term levels in the field: -6.000, 2.000, 12.000 Dq
F-P coupling (magnitude) = 4.0000 Dq
Repulsion above F: t2g2 3.000 B, t2g eg 12.000 B, coupling -6.000 B
Dq/B | S/Dq | dS/dDq | (8Dq-S)/B   (all dimensionless)
  0.01 | 6.0106 | 6.0212 | 0.0199
  0.50 | 6.4391 | 6.7963 | 0.7805
  1.00 | 6.7361 | 7.2274 | 1.2639
  2.00 | 7.0962 | 7.6201 | 1.8076
  3.00 | 7.3007 | 7.7789 | 2.0978
  5.00 | 7.5208 | 7.8997 | 2.3960
 10.00 | 7.7329 | 7.9700 | 2.6707
 50.00 | 7.9414 | 7.9986 | 2.9293
S/Dq = 7.0 is reached at Dq/B = 1.667
S/Dq = 7.5 is reached at Dq/B = 4.737
S/Dq = 7.9 is reached at Dq/B = 28.788
High-spin S/Dq at Dq/B = 1, by number of d electrons:
  d1 4.000, d2 6.736, d3 12.000, d4 6.000, d5 0.000, d6 4.000, d7 6.736, d8 12.000, d9 6.000
d7, C/B = 4.0: spin crossing at Dq/B = 1.942, S/Dq there = 7.081
d7, C/B = 4.5: spin crossing at Dq/B = 2.121, S/Dq there = 7.127
d7, C/B = 5.0: spin crossing at Dq/B = 2.300, S/Dq there = 7.169
1 cm^-1 = 0.0119627 kJ/mol
d7 example: Dq = 1000, B = 900, C = 4050 cm^-1, Dq/B = 1.1111
  6Dq = 6000, S = 6788.6, 8Dq = 8000 cm^-1; S/Dq = 6.7886
  field gain = 7293.7 cm^-1, repulsion cost = 505.1 cm^-1
  t2g eg share of the ground state = 0.0706
  S = 81.21 kJ/mol; error of 8Dq = 1211.4 cm^-1 = 14.49 kJ/mol
  tetrahedral stabilisation = 5333.3 cm^-1
  octahedral preference from S = 1455.3 cm^-1 = 17.41 kJ/mol
  octahedral preference from 8Dq = 2666.7 cm^-1 = 31.90 kJ/mol
  octahedral preference from 6Dq = 666.7 cm^-1 = 7.98 kJ/mol
d2 example: Dq = 1800, B = 600, C = 2700 cm^-1, Dq/B = 3.0000
  6Dq = 10800, S = 13141.3, 8Dq = 14400 cm^-1; S/Dq = 7.3007
  field gain = 14002.0 cm^-1, repulsion cost = 860.7 cm^-1
  t2g eg share of the ground state = 0.0221
  S = 157.21 kJ/mol; error of 8Dq = 1258.7 cm^-1 = 15.06 kJ/mol
tests ok
```
